# A density gradient in a nonisothermal gas need not drive ordinary diffusion: test program

```python
"""
Result under test: in a gas at uniform pressure p the flux of a dilute species A is
    J = -n D [ dx/dz + alpha * x * d(ln T)/dz ],   n = p/(k T),
so a density gradient at uniform mole fraction x drives no ordinary diffusion.
Symbols: n total number density, x mole fraction of A, n_A = x n, D diffusion
coefficient, T temperature, alpha thermal-diffusion factor (positive: A goes to cold),
z distance from the hot wall. The number-density law -D dn_A/dz is the rival.

Independent road: a kinetic transport equation for tracer molecules,
    v df/dz = nu0(z) |v|^s (C(z) M(v,T) - f),
solved on a velocity grid, with M the local Maxwellian and C fixed by conservation of
molecules. No diffusion law enters it. Expected: alpha = -s/2.
Kinetic units: layer thickness 1, hot-wall k T/m = 1, pressure 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def layer_flux(alpha, x_a, x_b, n_times_D, temperature, a, b):
    """Steady flux along +z between planes a and b of a dilute species."""
    resistance = quad(lambda z: temperature(z)**alpha / n_times_D(z), a, b,
                      epsabs=0, epsrel=1e-10)[0]
    return (x_a * temperature(a)**alpha - x_b * temperature(b)**alpha) / resistance


# ---------------- kinetic transport equation ----------------
def theta(z):
    return 1.0 - 0.5 * z          # k T/m, hot wall at z=0, cold wall at z=1


RATE = 100.0                      # nu0 = RATE/theta, proportional to host density
CELLS = 400
centres = (np.arange(CELLS) + 0.5) / CELLS


def maxwellian(v, th):
    return np.exp(-v**2 / (2 * th)) / np.sqrt(2 * np.pi * th)


def solve_tracer(s):
    """Densities and fluxes for a unit source at the hot wall and at the cold wall."""
    dv = 0.1
    v = (np.arange(50) + 0.5) * dv
    balance = np.zeros((CELLS, CELLS + 2))
    density = np.zeros((CELLS, CELLS + 2))
    flux_row = np.zeros(CELLS + 2)
    emission = np.zeros(CELLS)
    for direction in (1, -1):
        f_in = np.zeros((v.size, CELLS + 2))
        if direction == 1:
            f_in[:, CELLS] = maxwellian(v, theta(0.0))
            order = range(CELLS)
        else:
            f_in[:, CELLS + 1] = maxwellian(v, theta(1.0))
            flux_row -= dv * v @ f_in          # molecules entering at the cold wall
            order = range(CELLS - 1, -1, -1)
        for k in order:
            th = theta(centres[k])
            local = maxwellian(v, th)
            tau = RATE / th * v**(s - 1.0) / CELLS
            f_out = f_in * ((1 - tau / 2) / (1 + tau / 2))[:, None]
            f_out[:, k] += tau * local / (1 + tau / 2)
            mean = 0.5 * (f_in + f_out)
            balance[k] += dv * v**s @ mean
            density[k] += dv * np.ones(v.size) @ mean
            emission[k] += dv * np.sum(v**s * local)
            f_in = f_out
        if direction == 1:
            flux_row += dv * v @ f_in          # molecules leaving at the cold wall
    amplitude = np.linalg.solve(np.diag(emission) - balance[:, :CELLS],
                                balance[:, CELLS:])
    unknowns = np.vstack([amplitude, np.eye(2)])
    return density @ unknowns, flux_row @ unknowns


ia, ib = CELLS // 5, 4 * CELLS // 5
za, zb = centres[ia], centres[ib]
print("KINETIC TEST (dimensionless), planes a (hotter) and b (colder)")
print(f"T_a/T_b = {theta(za)/theta(zb):.4f}")
for s in (0, 1):
    dens, flux = solve_tracer(s)
    # The sum of both sources with zero net flux is the closed layer.
    closed = -flux[1] * dens[:, 0] + flux[0] * dens[:, 1]
    density_ratio = closed[ia] / closed[ib]
    x_ratio = density_ratio * theta(za) / theta(zb)
    predicted_ratio = (theta(za) / theta(zb))**(s / 2)
    assert abs(x_ratio / predicted_ratio - 1) < 0.01
    # Source at the cold wall, complete absorption at the hot wall.
    x_open = dens[:, 1] * theta(centres)

    def kinetic_nD(z, s=s):
        moment = theta(z) if s == 0 else np.sqrt(2 * theta(z) / np.pi)
        return moment / RATE

    law = layer_flux(-s / 2, x_open[ia], x_open[ib], kinetic_nD, theta, za, zb)
    assert abs(law / flux[1] - 1) < 0.01
    print(f"s={s}: zero-flux density ratio n_A(a)/n_A(b) = {density_ratio:.4f}")
    print(f"s={s}: zero-flux x(a)/x(b) = {x_ratio:.4f}, law {predicted_ratio:.4f}")
    print(f"s={s}: through-flux kinetic {flux[1]:.6f}, law {law:.6f}")
    if s == 0:
        resistance = quad(lambda z: 1 / (theta(z) * kinetic_nD(z)), za, zb)[0]
        rival = (dens[ia, 1] - dens[ib, 1]) / resistance
        assert abs(rival / flux[1] - 1) > 0.2
        print(f"s=0: number-density law gives {rival:.6f}")

# ---------------- reactor layer, lengths in cm ----------------
p_torr, T_hot, T_cold, thickness = 100.0, 1000.0, 300.0, 1.0
x0, alpha = 1.0e-3, 0.8
D_ref, D_power = 0.4, 1.75        # cm2/s at 300 K and 760 Torr; temperature exponent
M_carrier, M_precursor = 2.0e-3, 0.1      # kg/mol
diameter, prandtl = 0.27e-9, 0.7          # carrier collision diameter in m
p_pa = p_torr * const.torr


def T_linear(z):
    return T_hot + (T_cold - T_hot) * z / thickness


def n_gas(T):
    return p_pa / (const.k * T) * 1e-6    # cm^-3


def D_gas(T):
    return D_ref * (760.0 / p_torr) * (T / 300.0)**D_power


def nD(z):
    return n_gas(T_linear(z)) * D_gas(T_linear(z))


mid = thickness / 2
T_mid = T_linear(mid)
slope = (T_cold - T_hot) / thickness
step = 1e-4
dnA_dz = x0 * (n_gas(T_linear(mid + step)) - n_gas(T_linear(mid - step))) / (2 * step)
false_flux = -D_gas(T_mid) * dnA_dz
# At uniform x the number-density law acts as a thermal-diffusion factor of -1.
assert abs(false_flux / (nD(mid) * x0 * slope / T_mid) - 1) < 1e-5
soret_flux = -nD(mid) * alpha * x0 * (1 - x0) * slope / T_mid
false_drift = false_flux / (x0 * n_gas(T_mid))

uptake = -layer_flux(0.0, 0.0, x0, nD, T_linear, 0.0, thickness)
uptake_soret = -layer_flux(alpha, 0.0, x0, nD, T_linear, 0.0, thickness)
uptake_false = x0 * n_gas(T_cold) / quad(lambda z: 1 / D_gas(T_linear(z)),
                                         0, thickness)[0]
rival_as_alpha = -layer_flux(-1.0, 0.0, x0, nD, T_linear, 0.0, thickness)
assert abs(uptake_false / rival_as_alpha - 1) < 1e-6
# Integrate the differential equation from the wafer; it must reach x0 at the top.
for factor, rate in ((0.0, uptake), (alpha, uptake_soret)):
    path = solve_ivp(lambda z, x: rate / nD(z) - factor * x * slope / T_linear(z),
                     (0, thickness), [0.0], rtol=1e-9, atol=1e-14)
    assert path.success and abs(path.y[0, -1] / x0 - 1) < 1e-6

# ---------------- size of neglected effects ----------------
free_path = const.k * T_hot / (np.sqrt(2) * np.pi * diameter**2 * p_pa)
knudsen = free_path / (thickness * 1e-2)
gravity_shift = ((M_precursor - M_carrier) * const.g * thickness * 1e-2
                 / (const.R * T_cold))
mass = M_carrier / const.N_A
viscosity = 5 / 16 * np.sqrt(np.pi * mass * const.k * T_cold) / (np.pi * diameter**2)
kinematic = viscosity / (p_pa * M_carrier / (const.R * T_cold))
rayleigh = (const.g * (T_hot - T_cold) / T_cold * (thickness * 1e-2)**3
            * prandtl / kinematic**2)
rayleigh_onset = 1708.0           # input: onset of convection between rigid plates
conduct_power = 0.7               # input: thermal conductivity grows as T**0.7


def T_curved(z):
    q = conduct_power + 1
    return (T_hot**q + (T_cold**q - T_hot**q) * z / thickness)**(1 / q)


uptake_curved = -layer_flux(0.0, 0.0, x0,
                            lambda z: n_gas(T_curved(z)) * D_gas(T_curved(z)),
                            T_curved, 0.0, thickness)
assert knudsen < 0.01 and gravity_shift < 1e-3 and rayleigh < rayleigh_onset

print("REACTOR LAYER: inputs")
print(f"pressure = {p_torr:.0f} Torr, thickness = {thickness*10:.0f} mm")
print(f"wafer T = {T_hot:.0f} K, top T = {T_cold:.0f} K")
print(f"precursor mole fraction = {x0:.4f}, assumed alpha = {alpha:.1f}")
print(f"D at 300 K, 760 Torr = {D_ref:.2f} cm2/s, exponent {D_power:.2f}")
print(f"molar masses = {M_carrier*1e3:.0f} and {M_precursor*1e3:.0f} g/mol")
print(f"carrier diameter = {diameter*1e9:.2f} nm, Prandtl number = {prandtl:.1f}")
print("INERT WAFER, uniform composition")
print(f"n_A at wafer = {x0*n_gas(T_hot):.3e} cm^-3")
print(f"n_A at top = {x0*n_gas(T_cold):.3e} cm^-3")
print(f"mid-layer T = {T_mid:.0f} K, n_A = {x0*n_gas(T_mid):.3e} cm^-3")
print(f"mid-layer D = {D_gas(T_mid):.2f} cm2/s")
print(f"mid-layer dn_A/dz = {dnA_dz:.3e} cm^-4")
print("fluxes: minus = towards wafer, plus = away from it")
print(f"false flux -D dn_A/dz = {false_flux:.3e} cm^-2 s^-1")
print(f"false drift of whole gas = {false_drift:.2f} cm/s")
print(f"thermal-diffusion flux = {soret_flux:.3e} cm^-2 s^-1")
print(f"closed steady state x(wafer)/x(top) = {(T_cold/T_hot)**alpha:.3f}")
print("CONSUMING WAFER, x = 0 at wafer: uptake")
print(f"ordinary diffusion = {uptake:.3e} cm^-2 s^-1")
print(f"number-density law = {uptake_false:.3e} cm^-2 s^-1")
print(f"with thermal diffusion = {uptake_soret:.3e} cm^-2 s^-1")
print(f"number-density law / ordinary = {uptake_false/uptake:.3f}")
print(f"with thermal diffusion / ordinary = {uptake_soret/uptake:.3f}")
print("NEGLECTED EFFECTS")
print(f"free path at wafer = {free_path*1e6:.2f} um, Knudsen number = {knudsen:.1e}")
print(f"relative change of x by gravity = {gravity_shift:.1e}")
print(f"net flow by uptake, relative size about x = {x0:.1e}")
print(f"Rayleigh number (cold-gas values) = {rayleigh:.1f}")
print(f"onset of convection (input) = {rayleigh_onset:.0f}")
print(f"conductivity exponent for curved T profile (input) = {conduct_power:.1f}")
print(f"uptake change by curved T profile = {100*(uptake_curved/uptake-1):.1f} %")
print("all assertions hold")
```

Printed output:

```
KINETIC TEST (dimensionless), planes a (hotter) and b (colder)
T_a/T_b = 1.5005
s=0: zero-flux density ratio n_A(a)/n_A(b) = 0.6664
s=0: zero-flux x(a)/x(b) = 1.0000, law 1.0000
s=0: through-flux kinetic -0.003549, law -0.003549
s=0: number-density law gives -0.004720
s=1: zero-flux density ratio n_A(a)/n_A(b) = 0.8165
s=1: zero-flux x(a)/x(b) = 1.2252, law 1.2250
s=1: through-flux kinetic -0.004015, law -0.004012
REACTOR LAYER: inputs
pressure = 100 Torr, thickness = 10 mm
wafer T = 1000 K, top T = 300 K
precursor mole fraction = 0.0010, assumed alpha = 0.8
D at 300 K, 760 Torr = 0.40 cm2/s, exponent 1.75
molar masses = 2 and 100 g/mol
carrier diameter = 0.27 nm, Prandtl number = 0.7
INERT WAFER, uniform composition
n_A at wafer = 9.656e+14 cm^-3
n_A at top = 3.219e+15 cm^-3
mid-layer T = 650 K, n_A = 1.486e+15 cm^-3
mid-layer D = 11.76 cm2/s
mid-layer dn_A/dz = 1.600e+15 cm^-4
fluxes: minus = towards wafer, plus = away from it
false flux -D dn_A/dz = -1.882e+16 cm^-2 s^-1
false drift of whole gas = -12.67 cm/s
thermal-diffusion flux = 1.504e+16 cm^-2 s^-1
closed steady state x(wafer)/x(top) = 0.382
CONSUMING WAFER, x = 0 at wafer: uptake
ordinary diffusion = 1.625e+16 cm^-2 s^-1
number-density law = 2.880e+16 cm^-2 s^-1
with thermal diffusion = 9.438e+15 cm^-2 s^-1
number-density law / ordinary = 1.772
with thermal diffusion / ordinary = 0.581
NEGLECTED EFFECTS
free path at wafer = 3.20 um, Knudsen number = 3.2e-04
relative change of x by gravity = 3.9e-06
net flow by uptake, relative size about x = 1.0e-03
Rayleigh number (cold-gas values) = 22.7
onset of convection (input) = 1708
conductivity exponent for curved T profile (input) = 0.7
uptake change by curved T profile = 6.1 %
all assertions hold
```
